\section*{Steady Soret separation of a dilute solute in a closed melt column}

\section*{Problem}

A melt column of height $L$ contains a small mass fraction $c$ of a solute. No solute passes through its ends, and the melt does not flow. The cold end is at $z=0$ and temperature $T_{\rm c}$, the hot end at $z=L$ and $T_{\rm h}=T_{\rm c}+\Delta T$. The solute flux is
\begin{equation}
J=-\rho D\left(\frac{dc}{dz}+S\,c\,\frac{dT}{dz}\right),
\label{flux}
\end{equation}
where $\rho$ is the density, $D>0$ the solute diffusivity and $S$ the Soret coefficient. With this sign convention a positive $S$ drives solute towards the cold end. Take $S=0.002\ \mathrm{K^{-1}}$, constant, and $\Delta T=100$ K.

\begin{enumerate}
\item[(a)] Show that the steady mass fractions at the two ends differ by a factor 1.22.
\item[(b)] Find both end values for a linear temperature profile, uniform density and a mean mass fraction of 100 ppm.
\item[(c)] For $L=2$ cm and constant $D=2\times10^{-5}\ \mathrm{cm^2/s}$, how long must an initially uniform melt be held?
\item[(d)] How does the ratio change if the solute is not dilute, if $S$ varies with temperature, or if concentration means mass per volume?
\item[(e)] The column is a vertical slot of width $h=0.1$ cm, hot end up. One side wall is warmer than the other by $\delta T=0.1$ K. What does the resulting convection do to the ratio?
\end{enumerate}

For (d) and (e) use rough values for liquid tin: $T_{\rm c}=523$ K, thermal expansion coefficient $\beta=10^{-4}\ \mathrm{K^{-1}}$, kinematic viscosity $\nu=2.5\times10^{-3}\ \mathrm{cm^2/s}$.

\section*{Solution}

\subsection*{(a) The end ratio}

Solute is conserved, so $\partial(\rho c)/\partial t=-\partial J/\partial z$. In the steady state the left side vanishes and $J$ is the same at every height. It is zero at the closed ends, hence zero everywhere. Since $\rho D>0$, the bracket in (\ref{flux}) must vanish. Division by $c>0$ gives
\begin{equation}
\frac{d\ln c}{dz}=-S\frac{dT}{dz}.
\label{balance}
\end{equation}
Integration from the cold to the hot end, with $S$ constant, gives
\begin{equation}
\ln\frac{c_{\rm h}}{c_{\rm c}}=-S(T_{\rm h}-T_{\rm c}),
\qquad
\frac{c_{\rm c}}{c_{\rm h}}=e^{S\Delta T}=e^{0.2}=1.22 .
\end{equation}

The cold end is the richer one. Ordinary diffusion has not stopped: it carries solute towards the hot end as fast as the Soret effect carries it back. The diffusivity cancels from this balance, and only the end temperatures survive the integration, so neither $D(z)$ nor the shape of $T(z)$ matters. A negative $S$ of the same size would make the hot end richer by the same factor, as long as the melt stays at rest. To first order in $S\Delta T$ the ratio would be $1+S\Delta T=1.20$; the exponential arises because the Soret flux is proportional to the local $c$.

The closed ends are essential. If a crystal grows at one end and rejects or takes up solute, $J$ is not zero there and (\ref{balance}) does not follow.

\subsection*{(b) The end values}

The ratio does not fix the level; the amount of solute does. Let $G=\Delta T/L$ and $x=S\Delta T=SGL$. For $T=T_{\rm c}+Gz$, (\ref{balance}) gives $c=c_{\rm c}e^{-SGz}$. At uniform density the mean is
\begin{equation}
c_{\rm m}=\frac1L\int_0^L c_{\rm c}e^{-SGz}\,dz=c_{\rm c}\,\frac{1-e^{-x}}{x}.
\end{equation}
Therefore
\begin{equation}
c_{\rm c}=\frac{x\,c_{\rm m}}{1-e^{-x}},\qquad
c_{\rm h}=c_{\rm c}e^{-x}=\frac{x\,c_{\rm m}}{e^{x}-1}.
\end{equation}
With $x=0.2$ and $c_{\rm m}=100$ ppm, $c_{\rm c}=110.3$ ppm and $c_{\rm h}=90.3$ ppm.

\subsection*{(c) The holding time}

Write $a=SG$. For constant $\rho$, $D$ and $G$, conservation becomes
\begin{equation}
\frac{\partial c}{\partial t}=D\left(\frac{\partial^2c}{\partial z^2}+a\frac{\partial c}{\partial z}\right),
\qquad \frac{\partial c}{\partial z}+ac=0\ \text{ at both ends}.
\label{time}
\end{equation}
Put $c=e^{-az/2}\varphi$. Then $c_z=e^{-az/2}(\varphi_z-\tfrac a2\varphi)$ and $c_{zz}=e^{-az/2}(\varphi_{zz}-a\varphi_z+\tfrac{a^2}{4}\varphi)$. The first derivatives cancel in the sum:
\begin{equation}
\varphi_t=D\left(\varphi_{zz}-\frac{a^2}{4}\varphi\right),\qquad \varphi_z+\frac a2\varphi=0\ \text{ at both ends}.
\end{equation}
A mode $\varphi=e^{-rt}(\cos kz+B\sin kz)$ has $r=D(k^2+a^2/4)$. The condition at $z=0$ gives $B=-a/(2k)$. At $z=L$ the cosine terms then cancel, leaving
\begin{equation}
-\left(k+\frac{a^2}{4k}\right)\sin kL=0 .
\end{equation}
For real $k$ this requires $kL=n\pi$ with $n=1,2,\dots$; the imaginary root $k=ia/2$ has $r=0$ and is the steady state. The slowest decay time is thus
\begin{equation}
\tau=\frac{1}{D\left(\pi^2/L^2+a^2/4\right)} .
\end{equation}
Here $G=50$ K/cm and $a=0.1\ \mathrm{cm^{-1}}$. The bracket is $2.467+0.0025\ \mathrm{cm^{-2}}$, so the Soret term hardly affects the rate, and $\tau=5.6$ h.

To find how much separation is missing at time $t$, set $c=c_{\rm m}(1+au)$ and keep first order in $a$. Equation (\ref{time}) becomes $u_t=Du_{zz}$ with $u_z=-1$ at the ends. The steady solution of zero mean is $L/2-z$. The missing part $v=L/2-z-u$ obeys the diffusion equation with $v_z=0$ at the ends. Since $u=0$ initially, it starts as
\begin{equation}
v(z,0)=\frac L2-z=\sum_{n\ \rm odd}\frac{4L}{n^2\pi^2}\cos\frac{n\pi z}{L}.
\end{equation}
Each of these cosines changes sign from one end to the other. The missing fraction of the final $\ln(c_{\rm c}/c_{\rm h})$ is therefore
\begin{equation}
\frac{v(0,t)-v(L,t)}{L}=\sum_{n\ \rm odd}\frac{8}{n^2\pi^2}e^{-n^2t/\tau}\simeq\frac{8}{\pi^2}e^{-t/\tau},
\end{equation}
the last form holding once the higher modes have decayed. A finite-volume solution of (\ref{time}) gives ratios of 1.151, 1.212 and 1.220 after $\tau$, $3\tau$ and $5\tau$. A hold of $5\tau$, about 28 h, brings the ratio within about 0.001 of its final value.

\subsection*{(d) Three changes of assumption}

\emph{Finite dilution.} For a binary melt that is not dilute, take $c(1-c)$ in place of $c$ in the Soret term, so that this term vanishes for either pure component. Zero flux then gives
\begin{equation}
\frac{dc}{c(1-c)}=d\ln\frac{c}{1-c}=-S\,dT,
\qquad
\frac{c_{\rm c}}{1-c_{\rm c}}=e^{x}\frac{c_{\rm h}}{1-c_{\rm h}} .
\end{equation}
Solving for $c_{\rm c}$ and dividing by $c_{\rm h}$,
\begin{equation}
\frac{c_{\rm c}}{c_{\rm h}}=\frac{e^{x}}{1+c_{\rm h}(e^{x}-1)} .
\end{equation}
At $c_{\rm h}=90.3$ ppm this lowers the ratio by 0.002 percent. At $c_{\rm h}=0.1$ the ratio is 1.195.

\emph{Variable $S$.} Integration of (\ref{balance}) now gives $\ln(c_{\rm c}/c_{\rm h})=\int_{T_{\rm c}}^{T_{\rm h}}S\,dT$. As an illustration, let $S=S_{\rm c}T_{\rm c}^2/T^2$ with $S_{\rm c}=0.002\ \mathrm{K^{-1}}$. Then
\begin{equation}
\ln\frac{c_{\rm c}}{c_{\rm h}}=S_{\rm c}T_{\rm c}^2\left(\frac1{T_{\rm c}}-\frac1{T_{\rm h}}\right)
=S_{\rm c}\Delta T\,\frac{T_{\rm c}}{T_{\rm h}}=0.2\times\frac{523}{623},
\end{equation}
and the ratio falls to 1.18.

\emph{Mass per volume.} This concentration is $\rho c$. With $\rho\propto e^{-\beta T}$, the cold melt is denser by the factor $e^{\beta\Delta T}=e^{0.01}$, and the ratio becomes $e^{0.2+0.01}=1.23$.

\subsection*{(e) Sideways heating}

Let $\xi$ run from $-\tfrac12$ at the cooler wall to $\tfrac12$ at the warmer one, and let the sideways temperature variation be $\delta T\,\xi$. Away from the ends the flow $w$ is vertical. With density variations kept in the buoyancy alone, the force balance is
\begin{equation}
\frac{\nu}{h^2}\frac{d^2w}{d\xi^2}+g\beta\,\delta T\,\xi=\text{constant}.
\end{equation}
The constant is a pressure gradient. It would drive a net flow, which closed ends forbid, so it is zero. With no slip at the walls,
\begin{equation}
w=Uf,\quad U=\frac{g\beta\,\delta T\,h^2}{\nu},\quad f''=-\xi,\quad f=\frac{\xi}{24}-\frac{\xi^3}{6}.
\end{equation}

Split the mass fraction into its average over the width, $\bar c(z)$, and a small sideways part $c'(\xi,z)$ of zero average. When $\bar c$ varies little over a height $h$ and $S\delta T\ll1$, the leading sideways balance and the condition of no flux into the walls are
\begin{equation}
\frac{D}{h^2}\frac{\partial^2c'}{\partial\xi^2}=Uf\,\frac{d\bar c}{dz},\qquad
\frac{\partial c'}{\partial\xi}+S\bar c\,\delta T=0\ \text{ at }\xi=\pm\tfrac12 .
\end{equation}
The solution is
\begin{equation}
c'=-S\bar c\,\delta T\,\xi+\frac{Uh^2}{D}\frac{d\bar c}{dz}\,q(\xi),\qquad q''=f,\quad q'(\pm\tfrac12)=0,
\end{equation}
with $q$ odd. One integration gives
\begin{equation}
q'=\frac{\xi^2}{48}-\frac{\xi^4}{24}-\frac1{384}=-\frac{(1-4\xi^2)^2}{384}.
\end{equation}

The flow carries the average flux $\langle wc'\rangle$, which needs two integrals. The first is
\begin{equation}
\langle f\xi\rangle=2\int_0^{1/2}\left(\frac{\xi^2}{24}-\frac{\xi^4}{6}\right)d\xi
=2\left(\frac1{576}-\frac1{960}\right)=\frac1{720}.
\end{equation}
In the second, $f=q''$ is integrated by parts; the boundary term vanishes because $q'=0$ at the walls. With $s=2\xi$,
\begin{equation}
\langle fq\rangle=-\langle q'^2\rangle=-\frac1{384^2}\int_0^1(1-s^2)^4ds
=-\frac{1}{384^2}\,\frac{128}{315}=-\frac1{362880}.
\end{equation}
The total vertical flux, including diffusion and the Soret effect, is zero:
\begin{equation}
-D\frac{d\bar c}{dz}-DSG\bar c-\frac{S\bar c\,\delta T\,U}{720}-\frac{U^2h^2}{362880\,D}\frac{d\bar c}{dz}=0 .
\end{equation}
Dividing by $D\bar c$ and writing $P=Uh/D$,
\begin{equation}
-\frac{d\ln\bar c}{dz}=\frac{S\left[G+P\,\delta T/(720h)\right]}{1+P^2/362880}.
\label{slot}
\end{equation}
For $P=0$ this is (\ref{balance}). The denominator describes mixing by the flow. The added term in the numerator has the opposite effect: the Soret effect across the slot moves solute from the rising warm stream into the sinking cool one, which carries it towards the cold end.

With $g=980.7\ \mathrm{cm/s^2}$, $P=196$. The largest speed is only about 3 $\mu$m/s, yet $P^2/362880=0.106$, while the added drive is 0.27 K/cm beside $G=50$ K/cm. Hence
\begin{equation}
-\frac{d\ln\bar c}{dz}=\frac{0.002\times50.27}{1.106}\ \mathrm{cm^{-1}}=0.0909\ \mathrm{cm^{-1}}.
\end{equation}
Over 2 cm, neglecting the short regions where the flow turns, the ratio is $e^{0.182}=1.20$. If $\delta T$ is raised to 1 K with all else fixed, (\ref{slot}) gives 1.03: the separation has nearly gone.

This estimate takes the sideways buoyancy as given. The flow also moves solute up and down the slot and so alters that buoyancy. From $q(\tfrac12)-q(-\tfrac12)=-1/720$, the buoyancy difference between the two walls falls by the fraction ${\rm Ra}/720$, where ${\rm Ra}=g\beta_c|d\bar c/dz|h^4/(\nu D)$ and $\beta_c$ is the relative density change per unit mass fraction. For a heavier solute with $\beta_c=0.3$ and the gradient from (b), $10^{-5}\ \mathrm{cm^{-1}}$, ${\rm Ra}=5.9$ and this fall is 0.8 percent. Because $q$ is not linear in $\xi$, the flow responds somewhat more: solving $f''=-\xi-{\rm Ra}\,q$ together with $q''=f$ lowers the largest speed by 1.2 percent and the mixing term by 2.3 percent, which raises the ratio at 0.1 K by about 0.0005.

\subsection*{The model beside a real melt}

The tin properties are rough, and $S$ is prescribed, not measured for a particular dopant; another dopant may have another size or sign of $S$. With the hot end up, a solute that makes the melt denser and gathers at the hot end can set a wide enough column in motion, and the result for a melt at rest then no longer applies. Of the departures computed here for the 100 ppm melt, sideways heating is the most damaging if it reaches 1 K, since it takes the ratio from 1.22 to 1.03. At 0.1 K its effect is smaller than that of the assumed $1/T^2$ fall of $S$. In a slot of this width and with these properties, the factor 1.22 therefore requires a sideways difference below about 0.05 K, where (\ref{slot}) gives a steady ratio of 1.215, a Soret coefficient whose average over the 100 K is close to $0.002\ \mathrm{K^{-1}}$, and a hold of about a day.
